The ZBL reduced nuclear stopping at reduced energy one

**Problem**

An ion of atomic number Z1, mass M1 and laboratory energy E enters a solid of atoms Z2, M2. It loses energy partly by setting whole atoms in motion, which is called nuclear stopping. The Ziegler-Biersack-Littmark (ZBL) description puts this loss for all ion-target pairs on one curve, s(ε). For ε ≤ 30 the curve is given by the fit

s(ε) = ln(1 + 1.1383 ε) / {2 [ε + 0.01321 ε^0.21226 + 0.19593 ε^0.5]},

where ln is the natural logarithm. In atomic units the reduced energy ε and the screening length a are

ε = a M2 E / [Z1 Z2 (M1 + M2)],
a = 0.8854 / (Z1^0.23 + Z2^0.23).

(a) What does ε = 1 mean for a head-on collision?

(b) Show, without relying on a calculator's logarithm, that s(1) = 0.314 to three figures.

(c) Derive the relation between s and the stopping cross section S, the energy transfer integrated over all impact parameters. Is the third figure of 0.314 a property of the collision or of the fit?

(d) For silicon ions in amorphous silicon, find the energy at which ε = 1 and the mean nuclear energy loss per length there.

The collisions are taken as classical, elastic and binary, with the struck atom initially free and at rest. The potential energy at separation r is Z1Z2 φ(r/a)/r, with the universal screening function

φ(x) = 0.1818 e^(−3.2x) + 0.5099 e^(−0.9423x) + 0.2802 e^(−0.4028x) + 0.02817 e^(−0.2016x).

**Hints**

1. For (a), write ε in terms of the energy in the centre-of-mass frame, then set φ = 1.

2. For (b), note what happens to a power of ε at ε = 1. For the logarithm, write 2.1383 = (1 + z)/(1 − z) and expand in z. All terms are positive, so a geometric series bounds what is left out.

3. For (c), find the recoil velocity in the centre-of-mass frame, where the collision only turns the velocities. Measure the impact parameter b in units of a.

4. For (d), the product of one hartree and one bohr is 14.40 eV angstrom. This converts Z1Z2/a directly.

**Solution**

*(a) The meaning of ε = 1*

Let v be the ion's initial speed. The energy of relative motion is

E_c = ½ [M1M2/(M1 + M2)] v² = M2 E/(M1 + M2),

because E = ½ M1 v². The definition of ε therefore becomes

ε = a E_c/(Z1Z2).

In a head-on collision without screening, the atoms stop approaching when all of E_c has become potential energy. This happens at the distance d given by Z1Z2/d = E_c, so

d = Z1Z2/E_c = a/ε.

At ε = 1 the unscreened distance of closest approach equals the screening length. Screening weakens the repulsion, so the actual distance is smaller than a. This is the intermediate regime. For ε much greater than one, a hard collision probes the nearly bare nuclear charges. For ε much less than one, the atoms turn back while still well screened.

*(b) The value of the fit*

Any power of one is one, so the exponents 0.21226 and 0.5 have no influence at this point:

s(1) = ln(2.1383) / [2 (1 + 0.01321 + 0.19593)]
= ln(2.1383) / (2 × 1.20914)
= ln(2.1383) / 2.41828.

For the logarithm, solve y = (1 + z)/(1 − z) for z, which gives z = (y − 1)/(y + 1). With y = 2.1383,

z = 1.1383/3.1383 = 0.362712.

The series of the two logarithms are

ln(1 + z) = z − z²/2 + z³/3 − z⁴/4 + …,
ln(1 − z) = −z − z²/2 − z³/3 − z⁴/4 − ….

In their difference the even powers cancel and the odd ones double:

ln y = 2 (z + z³/3 + z⁵/5 + z⁷/7 + …).

The sums of one, two, three and four terms are

0.725425, 0.757237, 0.759748, 0.759984.

The omitted part is R = 2(z⁹/9 + z¹¹/11 + …). It is positive. Replacing the denominators 11, 13, … by 9 makes each later term larger, so

R < (2z⁹/9)(1 + z² + z⁴ + …) = 2z⁹/[9(1 − z²)] = 0.0000278.

Hence ln(2.1383) lies between 0.759984 and 0.760012. Division by 2.41828 gives

0.314266 < s(1) < 0.314279.

Both ends round to 0.314, which proves the statement. The directly evaluated quotient is 0.760011/2.41828 = 0.314278.

The coefficients of the fit are themselves rounded. If each is moved by half a unit in its last printed digit, in all combinations of direction, s(1) stays between 0.314265 and 0.314290. The three figures survive this too.

The range of the fit matters here. Above ε = 30 the ZBL prescription uses ln ε/(2ε), which would give zero at ε = 1. Its origin is the unscreened collision, for which tan(θ/2) = 1/(2εβ), where θ is the deflection in the centre-of-mass frame and β = b/a. Then sin²(θ/2) = 1/(1 + 4ε²β²). Anticipating the definition of s derived in (c), and cutting the integral off at some β_m to imitate screening, we find

ε ∫ d(β²)/(1 + 4ε²β²) = [1/(4ε)] ln(1 + 4ε²β_m²) ≈ [1/(2ε)] ln(2εβ_m)

for 2εβ_m much greater than one. The leading term at large ε is ln ε/(2ε). At ε = 1 the logarithm of ε vanishes and the neglected constant ln(2β_m) is all that remains, so the leading term is useless there.

*(c) From the collision to the reduced curve*

The centre of mass moves with speed V = M1v/(M1 + M2). Seen from it, the target atom arrives with speed V and leaves with speed V, its direction turned by θ. The target's laboratory velocity after the collision is its change of velocity, since it started at rest. Two vectors of length V at angle θ differ by a vector of length 2V sin(θ/2). The transferred energy is therefore

T = ½ M2 · 4V² sin²(θ/2)
= 2 M2 M1² v² sin²(θ/2)/(M1 + M2)².

Inserting M1v² = 2E gives

T = γE sin²(θ/2), γ = 4M1M2/(M1 + M2)².

The stopping cross section sums T over rings of area 2πb db. Since 2b db = a² d(β²),

S = ∫ T 2πb db = πa² γE ∫ sin²(θ/2) d(β²).

The reduced stopping is defined as

s(ε) = ε ∫ sin²(θ/2) d(β²),

so that S = πa² γE s/ε. The energy cancels from the prefactor:

γE/ε = [4M1M2E/(M1 + M2)²] · [Z1Z2(M1 + M2)/(aM2E)]
= 4M1Z1Z2/[a(M1 + M2)].

This gives the required relation,

S = 4πa Z1Z2 [M1/(M1 + M2)] s(ε).

The form S/(γE) = πa² s/ε also gives 0.314 a geometrical meaning. At ε = 1 the average loss is the same as if each atom carried a disc of area 0.314 πa², every hit on the disc transferred the maximum energy γE, and every miss transferred nothing.

To see how good the fit is, we need θ(β). Let x = r/a. Energy conservation, divided by E_c, and conservation of angular momentum read

(dr/dt)²/v² = 1 − φ(x)/(εx) − β²/x²,
dψ/dt = vb/r²,

where ψ is the polar angle of the relative position. Taking the square root of the first equation gives dr/dt, and dividing dψ/dt by it removes the time. The path in and the path out are mirror images and sweep equal angles, and an undeflected path sweeps π in total. For repulsion the deflection is the deficit,

θ = π − 2β ∫ from x0 to ∞ of dx / {x² [1 − φ(x)/(εx) − β²/x²]^½}.

At the closest approach x0 the radial velocity vanishes, so

β² = x0² − x0 φ(x0)/ε.

It is convenient to integrate over x0 instead of β, because β then follows from x0 without solving an equation:

d(β²) = {2x0 − [φ(x0) + x0 φ′(x0)]/ε} dx0.

The bracket is positive over the whole range: β² ≥ 0 requires x0 ≥ φ(x0)/ε, so the first two terms leave at least x0, and φ′ is negative. Each x0 thus belongs to one β. In the angle integral, the substitution x = x0/sin α, with α from 0 to π/2, removes the inverse-square-root singularity at x0.

Numerical integration with the universal screening function gives the following comparison. The differences are relative to the integral.

ε = 0.1: fit 0.3170, integral 0.3174, difference −0.14 %
ε = 1: fit 0.3143, integral 0.3119, difference +0.78 %
ε = 10: fit 0.1182, integral 0.1226, difference −3.58 %

The integral at ε = 1 rounds to 0.312. The third figure of 0.314 is therefore a property of the fit, whereas "about 0.31" is shared by the fit and the collision model.

The whole chain from T to S was also tested without the deflection formula. Newton's equations for both atoms were solved in the laboratory frame, for M1 : M2 = 1 : 3, ε = 1 and the universal screening. The recoil energies, integrated over impact parameter, gave 1.000000 times the S obtained from the formula with the integral value of s.

*(d) Silicon ions in amorphous silicon*

With Z1 = Z2 = 14 the screening length is

a = 0.8854/(2 × 14^0.23) bohr = 0.1277 angstrom.

At ε = 1 the centre-of-mass energy is

E_c = Z1Z2/a = 196 × 14.40 eV angstrom / 0.1277 angstrom ≈ 22100 eV.

For equal masses E_c = E/2, so the ion energy is E ≈ 44200 eV. The mass factor M1/(M1 + M2) is also one half, and

S = 2πa Z1Z2 s(1)
= 2π × 0.1277 × (196 × 14.40) × 0.3143 eV angstrom²
≈ 712 eV angstrom².

With N atoms per volume, a path of length L meets on average NL × 2πb db atoms in the ring at b. The mean loss per length is therefore NS. Taking the rough value N = 0.049 per cubic angstrom,

NS = 0.049 × 712 ≈ 34.9 eV/angstrom, or 349 eV/nm.

The scattering integral in place of the fit gives 34.6 eV/angstrom.

One use of this ion-target pair is the implantation of silicon into a silicon wafer, which can make a surface layer amorphous before doping. Several simplifications limit the numbers found here:

- **Electronic stopping.** The ion also loses energy to electrons. The Lindhard-Scharff estimate, quoted here without derivation, is S_e = 8π Z1^(1/6) Z1Z2 v/(Z1^(2/3) + Z2^(2/3))^(3/2) in atomic units, for v below Z1^(2/3). Here v = 0.252, well below 14^(2/3) = 5.8. The result is 18.2 eV/angstrom, or 0.52 of the nuclear loss. It must be added when the total loss or the range is wanted.
- **The potential.** At the same ion energy, the krypton-carbon screening function, used with its own screening length 0.8854/(Z1^½ + Z2^½)^(2/3), changes the nuclear stopping by +4.7 % relative to the integral with universal screening. This is larger than the 0.78 % error of the fit. It raises the loss from 34.6 to 36.2 eV/angstrom, and other common choices of screening function and length can differ by more. The nuclear loss is thus better read as about 35 eV/angstrom, uncertain by 5 % or more, than as a three-figure result.
- **The structure.** The wafer is crystalline when such an implantation begins. An ion entering along an open crystal direction is steered away from close collisions, and the assumption of randomly placed atoms fails. That effect is not included or sized here.

**Variation 1: How much does the nuclear loss fluctuate?**

*Question.* The ion of part (d) travels 10 angstrom. Find the standard deviation of its nuclear energy loss, holding the collision energy fixed and treating the collisions as independent.

*Solution.* Let n be the number of atoms met in the ring between b and b + db. For randomly placed atoms n follows a Poisson distribution, whose variance equals its mean, NL × 2πb db. The ring contributes the loss nT, with variance T² NL × 2πb db. Variances of independent rings add, so

variance = NL ∫ T² 2πb db = NWL,
W = πa² (γE)² ∫ sin⁴(θ/2) d(β²).

At ε = 1 the last integral is 0.0895. For equal masses γ = 1, and

W = π × 0.1277² × 44212² × 0.0895 ≈ 8.96 × 10⁶ eV² angstrom²,
NWL = 0.049 × 8.96 × 10⁶ × 10 ≈ 4.39 × 10⁶ eV².

The standard deviation is the square root, about 2100 eV. The mean nuclear loss on the same path, from the scattering integral, is only 346 eV, so the spread is six times the mean.

The reason is the rarity of close collisions. The expected number of atoms met within one screening length is

NLπa² = 0.049 × 10 × π × 0.1277² ≈ 0.025.

About one ion in forty has such an encounter on this path, and it then loses on average about a fifth of its energy, from 6 % at b = a up to all of it in a head-on hit. Collisions with b < a supply about 70 % of the mean loss and 98 % of the variance. A simulation of 300000 paths, with random independent collisions at the fixed energy, gave a mean of 350 eV and a standard deviation of 2087 eV, in agreement with the two formulas within sampling noise. The median nuclear loss was 5 eV, and 90.3 % of the ions lost less than the mean. The median comes from distant collisions and depends on the assumed random placement of the atoms: with a fixed number of three or four collisions on the path it is about 6 eV. The electronic loss, about 180 eV on this path, comes in addition. The stopping value 0.314 therefore describes an average over many ions and says little about a typical ion on a short path.

The mean grows as L and the standard deviation as L^½, so their ratio falls as L^(−½). At fixed energy it would reach one at L ≈ 10 × 6.05² ≈ 370 angstrom. With a total mean loss of about 53 eV/angstrom, the ion would by then have lost over 40 % of its energy, and the fixed-energy assumption would have failed.

**Variation 2: How fast does s change near ε = 1?**

*Question.* Find the logarithmic slope of the fit at ε = 1. Use it to estimate the change in nuclear stopping after the ion of part (d) has lost the mean total energy for a 10 angstrom path.

*Solution.* Here the exponents do matter. Write s = A/(2D), with A = ln(1 + 1.1383 ε) and D the square bracket of the fit. Then

d ln s/d ln ε = (ε/A)(dA/dε) − (ε/D)(dD/dε).

At ε = 1 the two parts are

(1/A)(dA/dε) = 1.1383/(2.1383 × 0.760011) = 0.700,

(1/D)(dD/dε) = (1 + 0.21226 × 0.01321 + 0.5 × 0.19593)/1.20914
= 1.10077/1.20914 = 0.910.

The slope is 0.700 − 0.910 = −0.210. It is negative, so at this energy nuclear stopping rises as the ion slows down. Near ε = 1 the fit behaves as

s(ε) ≈ 0.314 ε^(−0.21).

The mean total loss on the path, nuclear and electronic, is (34.87 + 18.17) × 10 ≈ 530 eV. This lowers ε from 1 to 1 − 530/44212 = 0.9880. The relative change of s is then

−0.210 × ln(0.9880) ≈ +0.0025,

or +0.25 %, which agrees with direct evaluation of the fit at the two energies. For an ion with this mean loss, the value at ε = 1 can safely be used over the whole path. Variation 1 shows the limit of that statement: an ion that suffers a close collision may leave the neighbourhood of ε = 1 in a single step.

The slope cannot be carried to very small ε. There ln(1 + 1.1383 ε) approaches 1.1383 ε, and the smallest power in D finally dominates, so the fit tends to

s(ε) → [1.1383/(2 × 0.01321)] ε^(1 − 0.21226) = 43.1 ε^0.788.

The last two terms of D, with exponents 0.21226 and 0.5, are equal when ε^0.28774 = 0.01321/0.19593, which gives ε ≈ 8.5 × 10⁻⁵. This limiting form therefore needs ε far below 10⁻⁴. For silicon in silicon, ε = 10⁻⁴ corresponds to an ion energy of about 4 eV. At such energies the binding of the atoms in the solid can no longer be neglected, so the limit describes the formula and not the stopping of a real ion.

The numerical output below lists the values computed by the program. The remaining numbers follow from these or from the fit by hand, or from the same deflection function θ(β).

Calculated quantities

```
ln(2.1383): 0.760011
denominator at eps = 1: 2.41828
ZBL fit s(1): 0.314278
series variable z: 0.362712
logarithm, sum of 1 series terms: 0.725425
logarithm, sum of 2 series terms: 0.757237
logarithm, sum of 3 series terms: 0.759748
logarithm, sum of 4 series terms: 0.759984
bound on series remainder: 2.78e-05
series enclosure of s(1): 0.314266 to 0.314278
s(1) with coefficient rounding: 0.314265 to 0.314290
eps = 0.1: fit 0.3170, integral 0.3174, fit minus integral -0.14 %
eps = 1: fit 0.3143, integral 0.3119, fit minus integral +0.78 %
eps = 10: fit 0.1182, integral 0.1226, fit minus integral -3.58 %
trajectory/formula, first moment: 1.000000
trajectory/formula, second moment: 0.999996
integral of sin^4(theta/2) d(b^2/a^2): 0.0895
Si atomic number: 14
Si mass: 28.09 Da
atomic density (rough input): 0.049 per cubic angstrom
screening length: 0.1277 angstrom
centre-of-mass energy at eps = 1: 22106 eV
ion energy at eps = 1: 44212 eV
nuclear stopping cross section: 711.5 eV angstrom^2
mean nuclear loss, fit: 34.87 eV/angstrom
mean nuclear loss, fit, converted: 348.7 eV/nm
mean nuclear loss, integral: 34.60 eV/angstrom
path length: 10 angstrom
mean nuclear loss on path, integral: 346 eV
standard deviation on path, formula: 2095 eV
standard deviation / mean on path: 6.05
simulated paths: 300000
simulated mean loss on path: 350 eV
simulated standard deviation on path: 2087 eV
simulated median loss on path: 5 eV
simulated share of ions losing less than the mean: 90.3 %
ion velocity: 0.2519 atomic units
electronic loss, estimate: 18.17 eV/angstrom
electronic / nuclear loss: 0.52
stopping change with krypton-carbon screening: +4.7 %
mean total loss on path: 530 eV
reduced energy after path: 0.9880
nuclear stopping change after path: +0.25 %
```
